# Yamaguchi's approximate spin projection and its limits on the Hubbard dimer

## 1. Two localized spins

Take two spins one-half, on sites \(A\) and \(B\), coupled by

\[
H=-2J\,\mathbf S_A\cdot\mathbf S_B .
\]

Spin operators are dimensionless (spin in units of \(\hbar\)), so \(J\) is an energy. Negative \(J\) is antiferromagnetic. With the total spin \(\mathbf S=\mathbf S_A+\mathbf S_B\),

\[
\mathbf S^2=\mathbf S_A^2+\mathbf S_B^2+2\,\mathbf S_A\cdot\mathbf S_B
=\tfrac32+2\,\mathbf S_A\cdot\mathbf S_B .
\]

Compare three states:

- In \(|\uparrow\uparrow\rangle\), \(\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac14\), so \(E=-J/2\) and \(\langle S^2\rangle=2\).
- In \(|\uparrow\downarrow\rangle\), only the \(z\) components contribute to the mean value. Thus \(\langle\mathbf S_A\cdot\mathbf S_B\rangle=-\tfrac14\), \(E=J/2\) and \(\langle S^2\rangle=1\).
- In the singlet, \(\langle\mathbf S_A\cdot\mathbf S_B\rangle=-\tfrac34\), so \(E=3J/2\) and \(\langle S^2\rangle=0\).

The second state is an eigenstate of \(S_z\) but not of \(\mathbf S^2\). It lies above the first by \(J\), whereas the singlet lies above the first by \(2J\). (For negative \(J\), "above" means below.) An energy difference therefore gives \(J\) only if one knows how much spin the low-spin state contains. Dividing by the difference of \(\langle S^2\rangle\) does this in both cases: \(J/(2-1)=J\) and \(2J/(2-0)=J\).

A single determinant for two antiferromagnetically coupled centres can have the \(\langle S^2\rangle\) of the second state, of the third, or a value between them, as Section 3 shows.

## 2. The general formula

For any two spins, \(2\,\mathbf S_A\cdot\mathbf S_B=\mathbf S^2-\mathbf S_A^2-\mathbf S_B^2\). The levels of the Heisenberg Hamiltonian are therefore

\[
E(S)=C-J\,S(S+1),
\]

where \(C\) is the same for all \(S\). Call this the ladder.

Now let \(H\) be an electronic Hamiltonian without spin-orbit coupling, and let \(|D\rangle\) be a determinant. Split it into normalized parts of definite total spin:

\[
|D\rangle=\sum_S a_S|D_S\rangle,\qquad w_S=|a_S|^2,\qquad \sum_S w_S=1 .
\]

Since \(H\) commutes with \(\mathbf S^2\), it does not connect parts of different \(S\). The energy has no cross terms:

\[
\langle D|H|D\rangle=\sum_S w_S\,\langle D_S|H|D_S\rangle .
\]

The physical assumption is that the energy of each part lies on one common ladder, with the same \(C\) and \(J\) for every determinant that is compared, \(\langle D_S|H|D_S\rangle=C-JS(S+1)\). Then

\[
E_D=C-J\sum_S w_S S(S+1)=C-J\langle S^2\rangle_D .
\]

Write this for the high-spin determinant (HS) and for the broken-symmetry determinant (BS), in which the spins on the two centres are opposed. Subtraction removes \(C\):

\[
E_{BS}-E_{HS}=J\left(\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}\right),
\]

\[
\boxed{J_Y=\frac{E_{BS}-E_{HS}}{\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}}}
\]

This is Yamaguchi's formula. With the convention \(H=-J\,\mathbf S_A\cdot\mathbf S_B\) the coupling constant would be twice as large.

**When the levels leave the ladder.** Take two spins 1 and add \(K(\mathbf S_A\cdot\mathbf S_B)^2\) to \(H\). Label product states by the two \(z\) projections, \(|m_A,m_B\rangle\). In the state \(|1,1\rangle\) the product \(\mathbf S_A\cdot\mathbf S_B\) equals 1, so \(E_{HS}=-2J+K\). On the opposed state,

\[
\mathbf S_A\cdot\mathbf S_B|1,-1\rangle=-|1,-1\rangle+|0,0\rangle .
\]

The last term comes from \(\tfrac12S_A^-S_B^+\), whose two ladder factors are each \(\sqrt2\). The mean value of the product is \(-1\). The mean value of its square is the squared norm of the right-hand side, which is 2. Hence \(E_{BS}=2J+2K\). The spin expectation values are 6 and \(2+2-2=2\), so

\[
J_Y=\frac{4J+K}{4}=J+\frac K4 .
\]

For \(J=-10\) meV and \(K=1\) meV the formula returns \(-9.75\) meV. It has absorbed part of the biquadratic term into \(J\).

## 3. What the denominator measures

Let a determinant contain \(n\) spin-up orbitals \(a_i\) and \(n\) spin-down orbitals \(b_j\). Use \(\mathbf S^2=S_-S_++S_z^2+S_z\). Here \(S_z=0\), so only the first term counts. In an orthonormal basis \(p\), \(S_+=\sum_p c^\dagger_{p\uparrow}c_{p\downarrow}\), and

\[
\langle S_-S_+\rangle=\sum_{pq}\langle c^\dagger_{q\downarrow}c_{q\uparrow}c^\dagger_{p\uparrow}c_{p\downarrow}\rangle
=\sum_{pq}\langle c^\dagger_{q\downarrow}c_{p\downarrow}\rangle
\left(\delta_{pq}-\langle c^\dagger_{p\uparrow}c_{q\uparrow}\rangle\right).
\]

Moving \(c_{p\downarrow}\) past two spin-up operators gives no net sign. The mean value factorizes because the determinant has separate spin-up and spin-down parts. The \(\delta_{pq}\) term counts the spin-down electrons. In the other term the two density matrices combine into squared overlaps:

\[
\langle S^2\rangle_{BS}=n-\sum_{ij}|\langle a_i|b_j\rangle|^2 .
\]

Separate unitary rotations among the \(a_i\) and among the \(b_j\) change the determinant only by a phase. By the singular value decomposition of the matrix \(\langle a_i|b_j\rangle\), they can be chosen so that \(a_i\) overlaps only with \(b_i\), with overlap \(0\le s_i\le1\). Only the magnetic electrons are counted here, \(n\) on each centre, with no doubly occupied core. The HS determinant has \(2n\) parallel electrons, so its spin is \(S_{max}=n\). Therefore

\[
\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}
=n(n+1)-\left(n-\sum_i s_i^2\right)=n^2+\sum_{i=1}^n s_i^2 .
\]

There are two limits:

- **Weak overlap,** \(s_i\to0\): the denominator is \(S_{max}^2\). This is Noodleman's limit.
- **Strong overlap,** \(s_i\to1\): the denominator is \(S_{max}(S_{max}+1)\). The BS determinant has become a closed-shell singlet.

For \(n=1\) these denominators are 1 and 2, as in Section 1.

## 4. The Hubbard dimer in mean field

Put two electrons on two equivalent sites:

\[
H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)
+U\sum_{i=1}^2 n_{i\uparrow}n_{i\downarrow},\qquad t,U>0 .
\]

In the HS determinant both electrons have spin up, one on each site. The Pauli principle forbids hopping and there is no double occupation, so \(E_{HS}=0\) and \(\langle S^2\rangle_{HS}=2\).

For the BS determinant use unrestricted Hartree-Fock (UHF), with one spin-up and one spin-down orbital. Let the site occupations be \((1\pm\cos\alpha)/2\) for spin up and \((1\pm\cos\beta)/2\) for spin down, with \(\alpha,\beta\in[0,\pi]\). The upper sign belongs to site 1. The repulsion is

\[
\frac U4\left[(1+\cos\alpha)(1+\cos\beta)+(1-\cos\alpha)(1-\cos\beta)\right]
=\frac U2(1+\cos\alpha\cos\beta).
\]

The hopping energy of an orbital is lowest when its two amplitudes have the same phase, and is then \(-t\sin\alpha\) or \(-t\sin\beta\). From \((\cos\alpha+\cos\beta)^2\ge0\) follows

\[
1+\cos\alpha\cos\beta\ge1-\tfrac12(\cos^2\alpha+\cos^2\beta)
=\tfrac12(\sin^2\alpha+\sin^2\beta).
\]

The energy is thus bounded by two independent terms:

\[
E\ge g(\sin\alpha)+g(\sin\beta),\qquad g(x)=-tx+\tfrac U4x^2 .
\]

Equality requires in-phase amplitudes and \(\cos\beta=-\cos\alpha\). This is met by the mirror-image orbitals

\[
a=(\cos\theta,\sin\theta),\qquad b=(\sin\theta,\cos\theta),\qquad
s=\langle a|b\rangle=\sin2\theta ,
\]

for which \(\sin\alpha=\sin\beta=s\). Both terms can then be minimized together, so the global minimum has this form. It remains to minimize

\[
E(s)=2g(s)=-2ts+\frac U2s^2,\qquad 0\le s\le1 .
\]

The derivative \(-2t+Us\) vanishes at \(s=2t/U\), which is allowed if \(U\ge2t\). Otherwise \(E(s)\) falls up to the end point \(s=1\). Thus

\[
U\ge2t:\quad s=\frac{2t}{U},\quad E_{BS}=-\frac{4t^2}{U}+\frac{2t^2}{U}=-\frac{2t^2}{U};
\]

\[
U\le2t:\quad s=1,\quad E_{BS}=-2t+\frac U2 .
\]

In the second regime the symmetry is not broken. The label BS then denotes the ordinary closed-shell determinant.

## 5. The interpolation

Section 3 with \(n=1\) gives \(\langle S^2\rangle_{BS}=1-s^2\). With \(J_N=E_{BS}-E_{HS}\), Noodleman's weak-overlap value,

\[
\boxed{J_Y=\frac{J_N}{1+s^2}}
\]

As \(U/t\to\infty\), \(s\to0\) and \(J_Y\to J_N\). For every \(U\le2t\), \(s=1\) and \(J_Y=J_N/2\), the strong-overlap value. Between them the factor \(1/(1+s^2)\) changes continuously. Inserting the energies gives

\[
J_Y=-\frac{2t^2/U}{1+4t^2/U^2}=-\frac{2t^2U}{U^2+4t^2}\quad(U\ge2t),
\qquad
J_Y=-t+\frac U4\quad(U\le2t).
\]

Both expressions equal \(-t/2\) at \(U=2t\). The slope \(dJ_Y/dU\) is \(1/4\) below this point. Above it the slope is

\[
\frac{dJ_Y}{dU}=\frac{2t^2(U^2-4t^2)}{(U^2+4t^2)^2},
\]

which starts from zero. The kink comes from the onset of symmetry breaking in UHF. The exact result below has no kink.

## 6. The exact coupling

Write \(|i\bar j\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle\). The ground state is a combination of the covalent and the even ionic singlet,

\[
|C\rangle=\frac{|1\bar2\rangle+|2\bar1\rangle}{\sqrt2},\qquad
|I\rangle=\frac{|1\bar1\rangle+|2\bar2\rangle}{\sqrt2}.
\]

Hopping takes each of \(|1\bar2\rangle\) and \(|2\bar1\rangle\) to \(-t(|1\bar1\rangle+|2\bar2\rangle)=-\sqrt2\,t|I\rangle\). Hence \(\langle I|H|C\rangle=-2t\), and

\[
H=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad
E_S=\frac{U-\sqrt{U^2+16t^2}}2 .
\]

The odd ionic singlet, with a minus sign in \(|I\rangle\), has energy \(U\). The triplet has \(E_T=0\). On the ladder \(E(0)-E(1)=2J\), so

\[
J_{ex}=\frac{E_S-E_T}{2}=\frac{U-\sqrt{U^2+16t^2}}4 .
\]

A single gap can always be labelled in this way. It describes two localized spins only when the ionic states lie far above, which needs \(U\gg t\). As \(U\to0\) the odd ionic singlet comes down to the triplet energy, and \(J_{ex}\) is then merely half a gap.

## 7. Why the formula is a projection here

Expand the BS determinant. The products of orbital amplitudes give

\[
|BS\rangle=\cos^2\theta\,|1\bar2\rangle+\sin^2\theta\,|2\bar1\rangle
+\sin\theta\cos\theta\left(|1\bar1\rangle+|2\bar2\rangle\right).
\]

With the triplet \(|T_0\rangle=(|1\bar2\rangle-|2\bar1\rangle)/\sqrt2\), this becomes

\[
|BS\rangle=\frac1{\sqrt2}\left(|C\rangle+s|I\rangle+\cos2\theta\,|T_0\rangle\right).
\]

The singlet weight is \((1+s^2)/2\) and the triplet weight is \((1-s^2)/2\). The triplet part has energy \(0=E_{HS}\). If \(E_{PS}\) is the energy of the normalized singlet part, then

\[
E_{BS}=\frac{1+s^2}{2}E_{PS}
\quad\Longrightarrow\quad
E_{PS}=\frac{2E_{BS}}{1+s^2}=2J_Y .
\]

In this model Yamaguchi's formula therefore gives half the gap between the projected singlet and the triplet, with no further approximation. The variational principle gives \(E_{PS}\ge E_S\), hence \(J_Y\ge J_{ex}\). Both are negative, so \(|J_Y|\le|J_{ex}|\).

The remaining error lies in the orbitals. The projected state is proportional to \(|C\rangle+s|I\rangle\). The first row of the eigenvalue equation, \(-2ts^*=E_S\), shows that the exact ground state has this form with

\[
s^*=\frac{\sqrt{U^2+16t^2}-U}{4t},\qquad 0<s^*<1 .
\]

Minimizing after projection would thus give the exact singlet. UHF minimizes before projection and chooses a larger overlap. To see this, differentiate \(E_{BS}(s)=\tfrac12(1+s^2)E_{PS}(s)\) at \(s^*\), where \(E_{PS}'=0\):

\[
E_{BS}'(s^*)=s^*E_{PS}(s^*)<0 .
\]

The UHF energy still falls there as \(s\) grows, because the weight of the low-lying singlet grows. Since \(E(s)\) is a parabola that opens upward, its minimum lies at larger \(s\).

## 8. A worked case

Take the round model parameters \(t=200\) meV and \(U=1000\) meV. Then \(s=400/1000=0.4\), and

\[
E_{BS}=-2(200)(0.4)+\frac{1000}{2}(0.4)^2=-160+80=-80\ \text{meV}.
\]

The spin expectation value is \(\langle S^2\rangle_{BS}=1-0.16=0.84\), so the denominator is \(2-0.84=1.16\):

\[
J_Y=\frac{-80}{1.16}=-68.97\ \text{meV}=-1.105\times10^{-20}\ \text{J}.
\]

The exact singlet energy is \(-140.31\) meV, so \(J_{ex}=-70.16\) meV. Relative to this, \(|J_Y|\) is 1.7% too small. The weak-overlap value, \(-80\) meV, is 14.0% too large in magnitude, and the strong-overlap value, \(-40\) meV, is 43.0% too small.

The BS determinant is 58% singlet and 42% triplet. Its projected singlet energy is \(-80/0.58=-137.93\) meV, above the exact value as required. The best overlap after projection is \(s^*=0.351\), compared with 0.4 in UHF.

The next table keeps \(t=200\) meV and varies \(U\). All energies are in meV.

| \(U\) | \(s\) | \(J_N\) | \(J_Y\) | \(J_N/2\) | \(J_{ex}\) |
|---:|---:|---:|---:|---:|---:|
| 100 | 1.000 | −350.0 | −175.0 | −175.0 | −176.6 |
| 400 | 1.000 | −200.0 | −100.0 | −100.0 | −123.6 |
| 600 | 0.667 | −133.3 | −92.3 | −66.7 | −100.0 |
| 1000 | 0.400 | −80.0 | −69.0 | −40.0 | −70.2 |
| 4000 | 0.100 | −20.0 | −19.8 | −10.0 | −19.8 |

\(J_Y\) coincides with the strong-overlap column up to \(U=2t=400\) meV and then moves towards the weak-overlap column. Its largest relative error in the table is at the changeover.

## 9. Accuracy at the ends and in the middle

For large \(U\), set \(x=t^2/U^2\) and use \(\sqrt{1+16x}=1+8x-32x^2+256x^3-\dots\):

\[
J_{ex}=-\frac{2t^2}{U}+\frac{8t^4}{U^3}-\frac{64t^6}{U^5}+\dots
\]

The geometric series for \(1/(1+4x)\) gives

\[
J_Y=-\frac{2t^2}{U}+\frac{8t^4}{U^3}-\frac{32t^6}{U^5}+\dots
\]

The leading error of \(J_Y\) is \(+32t^6/U^5\). That of \(J_N=-2t^2/U\) is \(-8t^4/U^3\), so the spin correction removes the first error of the weak-overlap formula.

For small \(U\),

\[
J_{ex}=-t+\frac U4-\frac{U^2}{32t}+\dots,
\]

and the leading error of \(J_Y\) is \(+U^2/(32t)\).

To find the worst case, let \(u=U/t\), \(q=\sqrt{u^2+16}\) and \(R=J_Y/J_{ex}\). Since \((q-u)(q+u)=16\),

\[
R=\frac{(4-u)(q+u)}{16}\ (u\le2),\qquad
R=\frac{u(q+u)}{2(u^2+4)}\ (u\ge2).
\]

The logarithmic derivative of \(q+u\) is \(1/q\). For \(u<2\),

\[
\frac{R'}R=\frac1q-\frac1{4-u}<0,
\]

because \(q>4>4-u\). For \(u>2\),

\[
\frac{R'}R=\frac1q+\frac1u-\frac{2u}{u^2+4}
=\frac1q-\frac{u^2-4}{u(u^2+4)} .
\]

This is positive if \(u^2(u^2+4)^2>(u^2-4)^2(u^2+16)\). The left side minus the right side is \(128(u^2-2)\), which is positive. The minimum is therefore at \(u=2\):

\[
R_{min}=\frac{1+\sqrt5}{4}\approx0.809 .
\]

In this model \(|J_Y|\) is never more than about 19% below \(|J_{ex}|\).

## 10. Beyond the dimer

The bound \(|J_Y|\le|J_{ex}|\) of Section 7 and the error estimates of Section 9 are shown for this dimer only. Two of the properties they rest on do not carry over automatically. First, its triplet part has the energy of the HS determinant because the model has just one triplet spatial state. With more orbitals, the HS and BS determinants can have different spatial orbitals, and their triplet energies can differ. Secondly, for \(n>1\) the BS determinant can contain more than two spin values. One number \(\langle S^2\rangle\) does not fix their separate weights, and the ladder becomes a real restriction on the energies.

In approximate density functional theory the energy is not the mean value of \(H\) in the Kohn-Sham determinant. The decomposition in Section 2 is then not a derivation. Using \(J_Y\) means assuming that the computed energies follow \(C-J\langle S^2\rangle\), and evaluating \(\langle S^2\rangle\) in the Kohn-Sham determinant is a further assumption.
